# Stone-Wales energy of graphene: rotation cost and relaxation in the Tersoff potential

## Question

I am trying to compute the Stone-Wales defect energy of a periodic graphene sheet with the Tersoff potential for carbon. I turn one C–C bond by 90° in its plane and then relax. Three things have me stuck.

1. The general defect formula contains the chemical potential of an atomic reservoir. Which reservoir do I use here: graphene, diamond, or free carbon atoms?
2. The energy just after the rotation, with all other atoms frozen, is enormous. Is it a physical "bond-rotation cost", and how do I separate it from the relaxation gain?
3. My relaxed energy changes with the supercell, and it also changes if I nudge the atoms out of the plane. Which value should I report?

## Answer

### 1. Why no reservoir enters

For a neutral defect in a one-element crystal, the formation energy is

\[
E_f=E_{\rm def}-E_{\rm perf}-(N_{\rm def}-N_{\rm perf})\,\mu ,
\]

where \(\mu\) is the energy at which the reservoir supplies one atom. Turning a bond moves two atoms and neither adds nor removes any. Hence \(N_{\rm def}=N_{\rm perf}=N\), the bracket vanishes, and

\[
E_f=E_{\rm def}(N)-E_{\rm perf}(N).
\]

You may write \(E_{\rm perf}(N)=N\varepsilon\), with \(\varepsilon\) the energy per atom of perfect graphene. This is the energy of the initial state, not a choice of reservoir. No electron reservoir enters either, because the defect is neutral.

A vacancy is different. There \(N_{\rm def}-N_{\rm perf}=-1\), so \(E_f=E_{\rm def}-E_{\rm perf}+\mu\). In a 60-atom cell, without relaxation, the vacancy costs 7.12 eV with graphene as the reservoir and 14.52 eV with free atoms (\(\mu=0\)). The difference is the 7.40 eV by which an atom is bound in the sheet. The energy of the rotated bond is the same for both choices.

The rotation energy can also be obtained as mechanical work. Place the bond midpoint at the origin, with the bond along \(y\) and length \(a\). During the turn

\[
\mathbf r_0=\frac a2(\sin\theta,\cos\theta),\qquad \mathbf r_1=-\mathbf r_0 .
\]

By the chain rule, with \(\nabla_i\) the gradient with respect to atom \(i\),

\[
\frac{dE}{d\theta}=(\nabla_0E-\nabla_1E)\cdot\frac a2(\cos\theta,-\sin\theta).
\]

Integrating from 0 to \(\pi/2\) gives the energy difference at constant \(N\). Quadrature gives 34.3404 eV, against 34.3399 eV from subtracting the end energies.

### 2. The potential and the perfect sheet

The energy is a sum over directed bonds, so each bond is counted from both ends:

\[
E=\frac12\sum_{i}\sum_{j\ne i} f_c(r_{ij})\left[Ae^{-\lambda r_{ij}}-b(\zeta_{ij})Be^{-\mu_A r_{ij}}\right],
\]

\[
b(\zeta)=\left[1+(\beta\zeta)^n\right]^{-1/(2n)},\qquad
\zeta_{ij}=\sum_{k\ne i,j}f_c(r_{ik})\,g(\cos\theta_{jik}),
\]

\[
g(x)=1+\frac{c^2}{d^2}-\frac{c^2}{d^2+(h-x)^2}.
\]

Here \(\mu_A\) is a decay constant, not a chemical potential. The parameters are \(A=1393.6\) eV, \(B=346.74\) eV, \(\lambda=3.4879\) Å⁻¹, \(\mu_A=2.2119\) Å⁻¹, \(\beta=1.5724\times10^{-7}\), \(n=0.72751\), \(c=38049\), \(d=4.3484\), \(h=-0.57058\). The cutoff function \(f_c\) is 1 below 1.8 Å and 0 above 2.1 Å; between them it is \(\frac12+\frac12\cos[\pi(r-1.8)/0.3]\), with \(r\) in Å. The algebra keeps its form in atomic units if all parameters are converted.

In the perfect sheet every bond has two neighbours at 120° at each end, so \(\zeta_0=2g(-\tfrac12)\) and \(b_0=b(\zeta_0)=0.9831\). A uniform stretch leaves the angles, and therefore \(b_0\), unchanged while \(f_c=1\). The bond energy

\[
V(r)=Ae^{-\lambda r}-b_0Be^{-\mu_A r}
\]

is stationary when \(\lambda Ae^{-\lambda a}=\mu_A b_0Be^{-\mu_A a}\). Taking logarithms,

\[
a=\frac{1}{\lambda-\mu_A}\ln\frac{\lambda A}{\mu_A b_0B}
=\frac{1}{1.2760}\ln\frac{3.4879\times1393.6}{2.2119\times0.9831\times346.74}
=1.4605\ \text{Å}.
\]

There are \(3/2\) bonds per atom, so \(\varepsilon=\tfrac32V(a)=-7.3955\) eV.

### 3. The frozen rotation, bond by bond

Call the turned atoms P and P′. In units of \(a\), they now sit at \((\pm\frac12,0)\). Their four neighbours Q remain at \((\pm\frac{\sqrt3}{2},\pm1)\). Each turned atom keeps one former neighbour and exchanges the other, so every atom still has three bonds.

Take P at \((\frac12,0)\) and Q at \((\frac{\sqrt3}{2},1)\). The squared length of this new "spoke" is

\[
\frac{s^2}{a^2}=\left(\frac{\sqrt3-1}{2}\right)^2+1
=\frac{4-2\sqrt3}{4}+1=2-\frac{\sqrt3}{2},
\]

so \(s=1.5553\) Å. The outer neighbours of Q are \(R_1=(\frac{\sqrt3}{2},2)\) and \(R_2=(\sqrt3,\frac12)\). With \(\sigma=s/a\), scalar products give four new cosines:

- Between PP′ and a spoke: \(c_1=-(\sqrt3-1)/(2\sigma)\), or 110.1°.
- Between the two spokes at P: the vectors are \((\frac{\sqrt3-1}{2},\pm1)\), so \(c_2=[(1-\frac{\sqrt3}{2})-1]/\sigma^2=-\sqrt3/(2\sigma^2)\), or 139.8°.
- At Q, between QP and QR₁: QR₁ is \((0,1)\), so \(c_3=-1/\sigma\), or 159.9°.
- At Q, between QP and QR₂: \(\left(-\frac{\sqrt3-1}{2},-1\right)\cdot\left(\frac{\sqrt3}{2},-\frac12\right)=-\frac{3-\sqrt3}{4}+\frac12=\frac{\sqrt3-1}{4}\), so \(c_4=(\sqrt3-1)/(4\sigma)\), or 80.1°.

Define the half-bond energy

\[
e(r,\zeta)=\tfrac12\left[Ae^{-\lambda r}-b(\zeta)Be^{-\mu_Ar}\right],\qquad e_0=e(a,\zeta_0),
\]

and write \(g_0=g(-\frac12)\), \(g_i=g(c_i)\). For the moment, count only the three bonds of each atom. The changed half-bonds are two in PP′, eight in the spokes, and eight that start at a Q and point outwards. Half-bonds starting at an R atom keep their lengths and angles. Thus

\[
\Delta_{\rm centre}=2[e(a,2g_1)-e_0],
\]
\[
\Delta_{\rm spokes}=4[e(s,g_1+g_2)+e(s,g_3+g_4)-2e_0],
\]
\[
\Delta_{\rm outer}=4[e(a,g_0+g_3)+e(a,g_0+g_4)-2e_0].
\]

In each term, \(\zeta\) is the sum over the other two bonds at the starting atom. The values are

\[
0.9289+7.2240+8.1871=16.3400\ \text{eV}.
\]

This closed form was tested against the full lattice sum with a cutoff window of 1.7–1.9 Å, which keeps these bonds and drops everything longer. The two agree within \(10^{-8}\) eV.

The centre and outer bonds still have length \(a\). Their combined cost, 9.12 eV, therefore comes entirely from the reduced bond order, that is, from bad angles. The spoke term mixes angular cost with stretching.

### 4. Why your frozen energy is even larger

The published window reaches further. The distance from P to \(R_2\) obeys

\[
\frac{t^2}{a^2}=\left(\sqrt3-\frac12\right)^2+\frac14=\frac72-\sqrt3,
\]

so \(t=1.9420\) Å. Four such contacts lie between 1.8 and 2.1 Å and are treated as partial bonds. Each adds its own pair energy and also enters \(\zeta\) for the bonds at its two ends. The four pair energies are attractive, \(-2.16\) eV in total, so they are not the source of the cost. Since \(g>0\), however, the added \(\zeta\) lowers the bond order of the neighbouring bonds and weakens their attraction, which costs far more. The net effect is

\[
E_{\rm rot}=16.3400+17.9999=34.3399\ \text{eV}.
\]

More than half of the frozen cost thus comes from contacts in the cutoff window. It is a well-defined energy of this potential at this geometry, but a poor measure of the chemistry of turning a bond.

Nor is it an activation barrier. The rigid path is symmetric about 90°, and a 180° turn merely exchanges two identical atoms and restores the perfect sheet. On the sampled path from 0 to 90°, the energy is highest at 90°. A barrier would require the other atoms to relax along the path, which has not been done here.

### 5. Separating the relaxation gain

Define the gain as a positive number, \(G=E(\text{rotated})-E(\text{relaxed})\). Adding and subtracting the rotated energy gives

\[
E_f=\underbrace{E(\text{rotated})-E_{\rm perf}}_{E_{\rm rot}}
-\underbrace{[E(\text{rotated})-E(\text{relaxed})]}_{G}.
\]

For a fixed cell, \(G\) is also the work done by the forces \(\mathbf F_i=-\nabla_iE\) along any path to the relaxed structure. On the straight path in the planar 112-atom cell, that work is 22.9989 eV; energy subtraction gives 22.9988 eV.

For the 336-atom cell, held at the perfect-sheet dimensions:

\[
\begin{aligned}
\text{rotated, frozen:}\quad &34.34\ \text{eV},\\
\text{in-plane gain:}\quad &23.37\ \text{eV}\ \Rightarrow\ 10.97\ \text{eV left},\\
\text{out-of-plane gain:}\quad &2.03\ \text{eV}\ \Rightarrow\ 8.94\ \text{eV left}.
\end{aligned}
\]

The total gain is \(G=25.40\) eV and the formation energy is \(E_f=8.94\) eV, or 0.329 hartree.

The split depends on the cutoff, while the difference does not. With the shorter window the rotation costs 16.34 eV and the gain is \(16.34-8.94=7.40\) eV. The relaxed structures have no pair between 1.7 and 2.1 Å, so both cutoff functions equal 1 for every bond and 0 for every other pair. If you quote \(E_{\rm rot}\) or \(G\), state the frozen geometry and the cutoff with it.

The relaxed planar defect has the expected topology. The two hexagons that shared the original bond each lose an atom and become pentagons; the two at its ends each gain one and become heptagons. A ring count confirms two pentagons, two heptagons and \(N/2-4\) hexagons in every planar cell. In the 336-atom cell, the turned bond has shortened to 1.347 Å, and the closest non-bonded pair is 2.219 Å apart.

### 6. Cell size in the planar case

These energies include in-plane relaxation only:

| Atoms | Fixed cell (eV) | Relaxed cell (eV) |
|---:|---:|---:|
| 60 | 11.80 | 10.78 |
| 112 | 11.34 | 10.77 |
| 180 | 11.13 | 10.77 |
| 336 | 10.97 | 10.77 |
| 680 | 10.87 | 10.77 |

The gap between the columns is elastic. Let \(\mathbf s\) hold the logarithmic strains of the two cell lengths. With the atoms relaxed at each strain, the energy to second order is

\[
E(\mathbf s)=E(0)+\mathbf p\cdot\mathbf s+\tfrac12\mathbf s\cdot K\mathbf s .
\]

At the minimum, \(\mathbf p+K\mathbf s_*=0\). Substituting \(K\mathbf s_*=-\mathbf p\) gives

\[
E(0)-E(\mathbf s_*)=-\mathbf p\cdot\mathbf s_*+\tfrac12\mathbf p\cdot\mathbf s_*
=-\tfrac12\mathbf p\cdot\mathbf s_*
=\tfrac12\mathbf p\cdot K^{-1}\mathbf p .
\]

For a large cell of fixed shape, \(\mathbf p\) tends to a constant set by the one defect, while \(K\) grows with the area. The gap therefore falls as \(1/N\). At 680 atoms this formula gives 0.0994 eV, the same as the direct difference to that precision. The cell lengthens by 0.183% along the turned bond and shortens by 0.061% across it.

If the remaining error is \(C/N\), two sizes give

\[
E_\infty=\frac{N_2E_2-N_1E_1}{N_2-N_1}.
\]

With 336 and 680 atoms, both columns extrapolate to 10.77 eV. This is the planar, isolated-defect value in this potential.

### 7. Why the out-of-plane nudge matters

In a perfectly flat structure, reflection through the sheet leaves every atom in place but reverses any normal force. Each normal force must therefore be zero. A minimizer that follows the forces and starts from flat coordinates cannot leave the plane, even when a lower buckled structure exists.

I started from three out-of-plane shapes, each with a small random displacement, and kept the lowest result. In fixed cells of 112, 180 and 336 atoms this gives 9.25, 9.09 and 8.94 eV. The largest structure spans 2.56 Å in height. In the 112-atom cell, all vibrational force constants other than those of the three uniform translations are positive, so that structure is a local minimum. Three starting shapes do not prove that it is the global one.

These calculations show that the buckled structures lie lower in energy than the flat ones; they do not isolate a mechanism.

The buckled energy still drops by 0.15 eV between 180 and 336 atoms, mostly because the cell is held fixed. If the two cell lengths relax as well, the energies for 112, 180 and 336 atoms become 8.72, 8.69 and 8.67 eV. These cells stay rectangular. If the cell angle may change too, the lowest energies found for 112 and 336 atoms are 8.70 and 8.62 eV. I would therefore report 8.6 to 8.7 eV for a free sheet, as the lowest range found, and 10.77 eV separately for a sheet constrained to be flat. Quote 8.94 eV only together with the fixed 336-atom cell it belongs to.

### 8. What this says about real graphene

The model bond length is 1.46 Å; that of real graphene is shorter, roughly 1.4 Å. First-principles calculations put the Stone-Wales energy at roughly 5 eV, so the value found here is far too high for quantitative use. The Tersoff form has no explicit π electrons. To gauge their scale, a π-electron model with one uniform hopping of 2.7 eV gives a cost of 1.2 eV for the changed ring topology. This must not be added as a correction, because the fitted potential already contains part of the π bonding.

A real sheet may lie on a support, which breaks the assumption of free buckling. If a support held the sheet completely flat without otherwise changing its bonds, the energy in the 336-atom model would rise by 2.0 eV.

Temperature matters less. In the harmonic approximation, with atomic units (\(\hbar=1\)),

\[
F_{\rm vib}=\sum_m\left[\frac{\omega_m}{2}+k_BT\ln\left(1-e^{-\omega_m/k_BT}\right)\right].
\]

At 1300 K, a rough growth temperature, the defect changes this by −0.62 eV in the 112-atom cell. The zero-point part alone changes by −0.77 eV. In the 180-atom cell the two changes are −0.53 and −0.80 eV, and in the 336-atom cell −0.40 and −0.84 eV. All three cells are held at the perfect-sheet dimensions. The total moves by 0.2 eV over this range without levelling off, so it is not converged with cell size and indicates only a scale of a few tenths of an eV.

For \(m\) independent defects on \(M\) bonds, with \(m\ll M\), the configurational free energy is \(mE_f-k_BT\ln\binom Mm\). Setting its derivative to zero with Stirling's formula gives \(E_f=k_BT\ln(M/m)\), or \(m/M=e^{-E_f/k_BT}\). With \(k_BT=0.1120\) eV, the fixed-cell value of 8.94 eV gives a model fraction of about \(2\times10^{-35}\); the value of 8.67 eV, with relaxed cell lengths, gives about \(2\times10^{-34}\). In the fixed cells the vibrational term raises the fraction by a factor that falls from about 260 at 112 atoms to about 40 at 336 atoms; it was not evaluated for the relaxed cells. Even with 5 eV in place of 8.94 eV, the fraction is only of order \(10^{-20}\), so in this dilute equilibrium picture thermal defects are negligible at that temperature.

The numerical output below lists many of these values to more digits.

## Values computed for the example and the checks

```
perfect bond length a: 1.4605 angstrom
perfect energy per atom: -7.3955 eV
bond order in perfect sheet: 0.9831
rotated: spoke length 1.5553, contact length 1.9420 angstrom
rotated: number of contacts in cutoff window 4
rotated angles centre-spoke, spoke-spoke, outer wide, outer narrow: 110.1 139.8 159.9 80.1 degrees
half-bond sums: centre 0.9289, spokes 7.2240, outer 8.1871 eV
rotation cost, bonds only: 16.3400 eV
rotation cost added by contacts: 17.9999 eV
rotation cost E_rot, published cutoff: 34.3399 eV
rotation work by quadrature: 34.3404 eV
highest energy on rigid rotation path: 34.340 eV at 90.0 degrees
graphene reservoir: rotated bond 34.3399, unrelaxed vacancy 7.1229 eV
free-atom reservoir: rotated bond 34.3399, unrelaxed vacancy 14.5185 eV
planar N=60: fixed cell 11.8027, relaxed cell 10.7806 eV
planar N=112: fixed cell 11.3411, relaxed cell 10.7686 eV
planar N=180: fixed cell 11.1301, relaxed cell 10.7658 eV
planar N=336: fixed cell 10.9708, relaxed cell 10.7720 eV
planar N=680: fixed cell 10.8701, relaxed cell 10.7708 eV
planar 1/N limits: fixed 10.7718, relaxed cell 10.7695 eV
N=680 cell gain 0.09937, harmonic strain work 0.09944 eV
N=680 cell strains x, y: 0.1833, -0.0612 percent
N=112 relaxation gain 22.9988, work of forces 22.9989 eV
N=112 direct relaxation with published cutoff: 11.3411 eV
out-of-plane search N=112: energy 9.2481 eV, height range 2.329 angstrom
out-of-plane search N=180: energy 9.0926 eV, height range 2.454 angstrom
out-of-plane search N=336: energy 8.9447 eV, height range 2.555 angstrom
N=336 planar: rotated bond 1.3470 angstrom
N=336 planar: shortest bond 1.3470, longest bond 1.5201 angstrom
N=336 planar: closest non-bonded pair 2.2186 angstrom
N=336 in-plane gain 23.3691, out-of-plane gain 2.0261 eV
N=336 total gain G: 25.3952 eV
N=336 formation energy E_f: 8.9447 eV = 0.32871 hartree
shift of E_f from N=180 to N=336: -0.1478 eV
shift of planar energy from N=336 to N=680: -0.1007 eV
zero-point change, N=112: -0.7703 eV
vibrational free-energy change at 1300 K, N=112: -0.6229 eV
thermal energy kT at 1300 K: 0.1120 eV
Boltzmann factor exp(-E_f/kT) at 1300 K: 2.11e-35
pi topology scale, hopping 2.7 eV: 1.209 eV, mesh shift 0.0046 eV
```
